# Continuum-solvent reaction field, dielectric eigenvalues and localization in a donor pair

## 1. What symmetry fixes

One electron is shared by two equivalent donor orbitals with populations $n_1+n_2=1$. Let $m=n_1-n_2$. Exchanging the donors sends $m$ to $-m$, so the energy is even in $m$:

$$E(m)=E(0)+\tfrac12 A\,m^2+O(m^4).$$

The delocalized state $m=0$ is stationary by symmetry, and the sign of $A$ decides whether it is stable. The orbital coupling $t$ supplies the only energy scale of the electron's delocalization, so it contributes a pure number times $t$. A linear solvent and the electron's own repulsion give energies quadratic in the charges, hence terms proportional to $m^2$. Call their strengths $W$ (solvent, favouring unequal charges) and $\alpha U$ (repulsion, opposing them). The threshold must then read

$$W-\alpha U=c\,t .$$

Still to be found are the number $c$, the function $W$, and what survives for a general molecule.

## 2. The pair without a specified solvent

The algebra is in atomic units. The system is a donor pair cation: one minority-spin electron occupies two orbitals coupled by $-t$, with $t>0$ and overlap neglected. All other charges are fixed and symmetric; their potential is equal on both sites and adds a constant. With $n_{1,2}=(1\pm m)/2$, the net site charges are

$$q_1=1-n_1=\frac{1-m}{2},\qquad q_2=1-n_2=\frac{1+m}{2}.$$

**Coupling energy.** The lowest state has positive amplitudes $\sqrt{n_1},\sqrt{n_2}$, so this energy is $-2t\sqrt{n_1n_2}=-t\sqrt{1-m^2}$.

**Solvent energy.** A linear solvent responding to the average charges gives $\frac12\sum_{ij}q_iR_{ij}q_j$, with $R_{11}=R_{22}$. Since $q_1^2+q_2^2=(1+m^2)/2$ and $2q_1q_2=(1-m^2)/2$,

$$\frac12\sum_{ij}q_iR_{ij}q_j=\frac{R_{11}+R_{12}}4-\frac{W}{4}m^2,\qquad W=R_{12}-R_{11}.$$

**Residual self-repulsion.** One electron should not repel itself, but an approximate functional may leave a fraction $\alpha$ of the Hartree self-energy. I model this by $\frac{\alpha}{2}\sum_{ij}n_iJ_{ij}n_j$, acting through a local potential. The same expansion gives a constant plus $\alpha Um^2/4$, with $U=J_{11}-J_{12}$. Full cancellation is $\alpha=0$; bare Hartree repulsion is $\alpha=1$.

Together,

$$E(m)=\text{const}-t\sqrt{1-m^2}+\frac{\alpha U-W}{4}m^2 .$$

Because $\sqrt{1-m^2}=1-m^2/2-m^4/8-\dots$, the curvature at the origin is

$$A=E''(0)=t+\frac{\alpha U-W}{2}.$$

It is negative when

$$\boxed{W>2t+\alpha U}$$

so $c=2$. Below or at threshold no distant minimum competes: $1-\sqrt{1-m^2}\ge m^2/2$ gives $E(m)-E(0)\ge\frac12Am^2\ge0$. Localization therefore sets in continuously in this model.

**Limits.** For $t\to0$ any positive $W-\alpha U$ localizes the electron. For $W=\alpha=0$ the curvature is $t$, and the electron stays shared.

## 3. The same threshold seen by the SCF cycle

The site potentials felt by the electron are derivatives of the interaction energy with respect to $n_i$. Since $\partial q_i/\partial n_i=-1$,

$$v_i=-\sum_jR_{ij}q_j+\alpha\sum_jJ_{ij}n_j .$$

With $q_1-q_2=-m$, their difference is

$$u=v_1-v_2=(R_{11}-R_{12})m+\alpha Um=(\alpha U-W)m .$$

Apart from the mean potential, the Hamiltonian has diagonal elements $\pm u/2$ and off-diagonal element $-t$. Its lower eigenvalue is $-\sqrt{t^2+u^2/4}$. Differentiating this with respect to $u$ gives $(n_1-n_2)/2$, so the output population difference is

$$m_{\rm out}=-\frac{u/2}{\sqrt{t^2+u^2/4}},\qquad \left.\frac{dm_{\rm out}}{du}\right|_{0}=-\frac1{2t}.$$

Write the cycle as $m_{\rm out}=F(m)$. Its slope at zero is $F'(0)=-(\alpha U-W)/(2t)$. The dielectric eigenvalue is defined as $e=1-F'(0)$:

$$e=1+\frac{\alpha U-W}{2t},\qquad E''(0)=t\,e .$$

Linear mixing, $m_{k+1}=m_k+\beta[F(m_k)-m_k]$, multiplies a small error by $1-\beta e$. It contracts when $0<\beta e<2$. If $e<0$, the factor exceeds one for every positive $\beta$: smaller steps slow the escape from $m=0$ but do not prevent it. Just above $e=0$ the state is stable, but at fixed $\beta$ the factor $1-\beta e$ is close to one and convergence is slow. With a single mode, as here, a larger step near $\beta=1/e$ removes the slowness, but only for small errors. With $a=1-e$ the map is $F(m)=am/\sqrt{1+a^2m^2}\approx am-a^3m^3/2$, so the step $\beta=1/e$ sends $m$ to about $-a^3m^3/(2e)$. This shrinks the error only while $m^2$ is below about $2e$, a range that closes as $e\to0$.

## 4. A solvent that can be solved

Put the donors at $\pm s$ on the $z$ axis in a spherical cavity of radius $b$, with permittivity 1 inside and $\epsilon$ outside. A unit charge at $+s$ produces, for $s<r<b$,

$$\phi_{\rm in}=\sum_l\left(\frac{s^l}{r^{l+1}}+A_lr^l\right)P_l(\cos\theta),$$

and outside $\phi_{\rm out}=\sum_lB_lr^{-l-1}P_l(\cos\theta)$. Continuity of $\phi$ at $r=b$ gives

$$\frac{B_l}{b^{l+1}}=\frac{s^l}{b^{l+1}}+A_lb^l .$$

Continuity of $\epsilon\,\partial_r\phi$, multiplied by $b$, gives

$$-(l+1)\frac{s^l}{b^{l+1}}+lA_lb^l=-\epsilon(l+1)\frac{B_l}{b^{l+1}} .$$

Insert the first relation into the second and collect $A_l$:

$$A_l=-\frac{(l+1)(\epsilon-1)}{(l+1)\epsilon+l}\,\frac{s^l}{b^{2l+1}} .$$

The reaction potential is $\sum_lA_lr^lP_l$. At $+s$, $P_l(1)=1$; at $-s$, $P_l(-1)=(-1)^l$. Thus $R_{11}=\sum_lA_ls^l$ and $R_{12}=\sum_l(-1)^lA_ls^l$. Even terms cancel in the difference:

$$W=2\sum_{l\ \rm odd}\frac{(l+1)(\epsilon-1)}{(l+1)\epsilon+l}\,\frac{s^{2l}}{b^{2l+1}} .$$

The net charge is solvated equally well whichever donor carries it, so the monopole term drops out. The solvent rewards the dipole and higher odd moments created by localization.

Real orbitals are not points. Let each site density be a spherical shell of radius $w$, with $w<s$ and $s+w<b$. Outside itself the shell has the field of a point charge, so the wall responds identically. The reaction potential is harmonic in the cavity, so its average over a shell equals its value at the centre. Hence $R_{ij}$ is unchanged. The shell's potential on itself is $1/w$, and the shells do not overlap, so $U=1/w-1/(2s)$.

**Limits in $\epsilon$.** At $\epsilon=1$, $W=0$. The derivative of each dielectric factor is $(l+1)(2l+1)/[(l+1)\epsilon+l]^2>0$, so $W$ rises steadily. As $\epsilon\to\infty$ each factor tends to one. With $x=s^2/b^2$, the geometric series gives

$$W_\infty=\frac2b(x+x^3+x^5+\dots)=\frac2b\frac{x}{1-x^2}.$$

A critical permittivity exists if $W_\infty>2t+\alpha U$, and it is then unique.

**Dipole limit.** For $s\ll b$ the term $l=1$ dominates. At $\alpha=0$ the threshold becomes

$$\frac{4(\epsilon-1)}{2\epsilon+1}\frac{s^2}{b^3}=2t
\quad\Longrightarrow\quad
\frac{\epsilon-1}{\epsilon+1/2}=\tau,\qquad \tau=\frac{tb^3}{s^2}.$$

Then $\epsilon-\tau\epsilon=1+\tau/2$, or $\epsilon_c=(1+\tau/2)/(1-\tau)$ for $\tau<1$. The omitted terms of $W$ are positive, so this estimate lies above the full $\epsilon_c$.

## 5. Numbers for the pair

Take round model parameters: $t=0.8$ eV, $s=3$ Å, $b=5$ Å, $w=1.5$ Å. The coupling is chosen to put the threshold inside the range of $W$, not to describe a particular molecule. It is far larger than a direct through-space coupling at 6 Å: for two cofacial ethylene molecules, half the Hartree-Fock HOMO splitting is about 0.02 eV at 6 Å and 0.6 eV at 3.5 Å. In these units each Coulomb expression is multiplied by 14.40 eV Å. With $x=0.36$,

$$W_\infty=\frac{2(14.40)}5\,\frac{0.36}{1-0.36^2}=2.38\ {\rm eV},$$

which exceeds $2t=1.6$ eV. If its whole polarization responds to the average charge (section 9 limits this assumption), a sufficiently polar solvent can therefore destabilize the shared electron when $\alpha=0$:

| $\epsilon$ | $W$ (eV) | $e$ at $\alpha=0$ |
|---|---|---|
| 1 | 0 | 1 |
| 3 | 1.349 | 0.157 |
| 5 | 1.722 | $-0.076$ |
| 20 | 2.204 | $-0.378$ |

The full sum gives $\epsilon_c=4.13$. The dipole estimate has $\tau=0.8(125)/[9(14.40)]=0.772$ and gives $\epsilon_c=6.07$. Because the donors are not close to the cavity centre, the higher moments supply about 13% of $W$ (2.204 eV against 1.922 eV from the dipole term at $\epsilon=20$). The shift in $\epsilon_c$ is much larger than that because $W(\epsilon)$ is flattening towards its limit: with $\tau$ near one, the factor $1/(1-\tau)$ magnifies a small error in $W$.

$W$ was tested at $\epsilon=3$ and 20 against an integral equation for the charge induced on the wall, which uses no multipole expansion. The threshold was tested by combining that solution with diagonalization of the two-site Hamiltonian.

## 6. Beyond the threshold

Let $k=W-\alpha U>2t$. For $m\ne0$, stationarity requires

$$\frac{tm}{\sqrt{1-m^2}}=\frac{km}{2}
\quad\Longrightarrow\quad
\sqrt{1-m_*^2}=\frac{2t}{k},\qquad m_*^2=1-\frac{4t^2}{k^2}.$$

There are two equivalent solutions, $\pm|m_*|$. Their energy gain over the shared state is

$$E(0)-E(m_*)=-t+\frac{2t^2}{k}+\frac k4\left(1-\frac{4t^2}{k^2}\right)
=\frac k4\left(1-\frac{2t}{k}\right)^2 .$$

For their SCF stability, differentiate $m_{\rm out}(u)$ at nonzero $u$:

$$\frac{dm_{\rm out}}{du}=-\frac{t^2}{2(t^2+u^2/4)^{3/2}} .$$

At the solution $u=-km_*$, so $t^2+u^2/4=k^2/4$ and the derivative is $-4t^2/k^3$. Multiplication by $du/dm=-k$ gives $F'=4t^2/k^2$. The new eigenvalue is $e_*=1-4t^2/k^2=m_*^2>0$: the instability has cured itself.

At $\epsilon=20$ and $\alpha=0$, $2t/k=1.6/2.204=0.726$. This gives $|m_*|=0.688$, populations 0.844 and 0.156, and a gain of 0.041 eV. Localization is substantial but incomplete, and the gain is small compared with $t$. Direct minimization reproduces both results.

Residual self-repulsion can remove this state. Here $U=14.40(1/1.5-1/6)=7.20$ eV, so the critical fraction is

$$\alpha_c=\frac{W-2t}{U}=\frac{2.204-1.6}{7.20}=0.084 .$$

In this model, leaving more than about 8% of the self-repulsion restores the shared state at $\epsilon=20$. For a real functional the residual is not quadratic in $n_i$, and what enters the threshold is the curvature left at $n_i=1/2$, not the self-energy left at $n_i=1$. Local exchange on a frozen orbital scales as $n^{4/3}$. If it cancels the self-energy $J_{11}/2$ fully at $n=1$, its curvature at $n=1/2$ is $-\frac49\,2^{2/3}J_{11}/2=-0.35J_{11}$, so about 65% of the on-site curvature $J_{11}$ remains. A functional nearly exact for a whole electron can thus lie far above $\alpha_c$.

The iteration counts show the eigenvalue at work. With $\beta=0.5$, a start at $m=0.01$ and a residual limit of $10^{-8}$:

- At $\epsilon=1$, the error factor is $1-0.5=0.5$, and 21 iterations suffice.
- At $\epsilon=3$, the factor is $1-0.5(0.157)=0.922$, and 148 are needed.
- At $\epsilon=20$, the initial displacement grows by 1.189 per step. The cycle then settles at the localized state, near which the factor is $1-0.5(0.473)=0.763$. The total is 87.

Started from $m=0$ at $\epsilon=20$, the cycle stops after one iteration with zero residual. It has found the unstable state. A small residual certifies stationarity, not stability; a small symmetry-breaking displacement distinguishes the two here.

## 7. From two sites to a general density

Consider a Kohn-Sham state with a gap and its lowest orbitals filled. Let $\chi_0$ be its static independent-particle response, $\delta n=\chi_0\delta v$, and let $K=\delta v/\delta n$ be the symmetric interaction kernel. Linearizing the cycle gives

$$\delta n_{\rm out}=\chi_0K\,\delta n_{\rm in},\qquad D=1-\chi_0K .$$

The eigenvalues of $D$ play the part of $e$. Perturbation theory gives, with $i$ occupied and $a$ empty spin orbitals,

$$\langle\delta v|\chi_0|\delta v\rangle=-2\sum_{ia}\frac{|\langle a|\delta v|i\rangle|^2}{\varepsilon_a-\varepsilon_i}\le0 .$$

**The sign of the solvent kernel.** Let the medium be linear, with a fixed permittivity profile $\epsilon(\mathbf r)\ge1$. The potential obeys $-\nabla\cdot(\epsilon\nabla\phi)=4\pi\rho$, written $\phi=G_\epsilon\rho$. Define

$$L_\epsilon[\phi]=\int\rho\phi\,d^3r-\frac1{8\pi}\int\epsilon|\nabla\phi|^2d^3r .$$

This functional is concave, and its stationary point obeys the Poisson equation. There, integration by parts gives $\int\epsilon|\nabla\phi|^2=4\pi\int\rho\phi$, so its maximum is $\frac12\rho G_\epsilon\rho$, the electrostatic free energy. For every trial $\phi$, $L_\epsilon[\phi]\le L_1[\phi]$, so the maxima are ordered likewise. The trial $\phi=0$ shows that they are nonnegative. With $v=G_1$ the vacuum Coulomb kernel,

$$0\le G_\epsilon\le v,\qquad R=G_\epsilon-v,\qquad -v\le R\le0 .$$

These are inequalities between quadratic forms. Since $\rho$ contains $-n$, two derivatives with respect to $n$ give $(-1)^2G_\epsilon$. The kernel is therefore $K=v+f_{xc}+R$, with $f_{xc}$ the exchange-correlation kernel.

$R$ is semidefinite, not definite. If the vacuum field of $\rho$ vanishes wherever $\epsilon>1$, the vacuum potential gives $L_\epsilon$ and $L_1$ the same value, and $\rho R\rho=0$. Conversely, equality of the maxima forces the maximizer of $L_\epsilon$ to maximize $L_1$ too, so it is the vacuum potential, and its field must vanish where $\epsilon>1$.

**The ordering of eigenvalues.** Set $S=(-\chi_0)^{1/2}$. In a finite basis $D=1+S(SK)$ has the same eigenvalues as

$$M=1+SKS,$$

because $AB$ and $BA$ have the same spectrum for square matrices. $M$ is symmetric, so the eigenvalues are real. In increasing order they obey

$$e_i=\min_{\dim V=i}\ \max_{y\in V,\ |y|=1}\left[1+\langle Sy|K|Sy\rangle\right].$$

Adding $R$ cannot raise the bracket for any $y$, so it raises no ordered eigenvalue. If $y_1$ is the lowest normalized eigenvector before $R$ is added, it also serves as a trial vector afterwards:

$$e_1^{\rm solv}\le e_1+\langle Sy_1|R|Sy_1\rangle .$$

The lowest eigenvalue falls strictly if the solvent sees this mode. A mode with $RSy=0$ keeps its eigenvalue.

**Meaning of a negative eigenvalue.** The noninteracting kinetic functional satisfies $\delta T_s/\delta n=-v_s+\text{const}$, with $v_s$ the total Kohn-Sham potential. Its second derivative is $-\chi_0^{-1}$ on the density changes that $\chi_0$ can produce. For $\delta n=Sy$ with $y$ orthogonal to the null space of $S$, the second-order energy is therefore $\frac12\langle y|M|y\rangle$. Null vectors of $S$, such as a constant, are eigenvectors of $M$ with eigenvalue one, so an eigenvector with a negative eigenvalue meets this condition. A negative eigenvalue marks a direction of falling energy, as it did for the pair.

## 8. Testing the general result on limits

**Back to two sites.** For $\delta v=(u/2,-u/2)$, section 3 gives $\delta n_1=-u/(4t)$, so $\chi_0=-1/(2t)$ in the antisymmetric mode. There $K=K_{11}-K_{12}=\alpha U-W$. The earlier $e$ follows.

**Hartree and solvent alone.** If $f_{xc}=0$, then $K=G_\epsilon\ge0$ and every $e_i\ge1$. The solvent screens repulsion but cannot reverse it. Instability also needs a negative part of $f_{xc}$; in the pair this is the cancellation of self-repulsion. Indeed, at $\alpha=1$ and $\epsilon=20$ the pair has $e=4.12$.

**A three-dimensional grid.** On a coarse grid of 343 points, a fixed well was taken as the total Kohn-Sham potential of two electrons, without self-consistency, and it fixes $\chi_0$ for every case below. The kernel $K$ contains Hartree and local-density exchange terms, and $R$ is for $\epsilon=10$ outside a spherical cavity. The potential is set to zero outside the box, so the vacuum kernel is that of the box rather than the free Coulomb kernel, and part of the density lies outside the cavity. This examines the operator inequalities, not a molecule. The largest eigenvalue of $R$ is zero within rounding. Adding $R$ lowers the smallest dielectric eigenvalue from 0.951 to 0.815 and the largest from 1.643 to 1.262. No ordered eigenvalue rises beyond numerical tolerance. With exchange removed, the smallest is 1.000, so none lies below one. The value one itself is always present: $\chi_0$ gives no response to a constant potential, so $Sy=0$ and $My=y$ for constant $y$.

Solvent need not make mixing harder. For positive eigenvalues the best single $\beta$ balances the two ends, $1-\beta e_{\min}=\beta e_{\max}-1$. Hence $\beta=2/(e_{\min}+e_{\max})$, and the worst error factor is $(e_{\max}-e_{\min})/(e_{\max}+e_{\min})$. On this grid it falls from 0.27 to 0.22. The factor depends only on the ratio $e_{\min}/e_{\max}$. Adding $R$ can lower both ends, so the ordering theorem does not decide whether the factor falls or rises. It tends to one when that ratio tends to zero, as it does when the lowest eigenvalue approaches zero while the largest stays away from zero. With a single mode the ratio is one and this does not apply.

## 9. Where the conclusion stops

The eigenvalue comparison holds at fixed $\chi_0$. In a general molecule the solvent also changes the self-consistent orbitals and gaps, and the theorem does not sign that change. In the symmetric pair at $m=0$, both site potentials shift equally. The orbitals and the gap $2t$ are unchanged, so the comparison applies directly.

If the cavity follows the electron density, derivatives of $G_\epsilon$ with respect to $n$ add further terms to $K$. The inequality for $R$ does not determine their sign.

The solvent here also responds to the average charge. Suppose instead that its polarization follows the electron instantaneously, with $t$ held fixed. The site charges are then $(0,1)$ or $(1,0)$, and each costs $R_{11}/2$. The average is

$$n_1\frac{R_{11}}2+n_2\frac{R_{11}}2=\frac{R_{11}}2,$$

independent of $m$. The localizing term has disappeared. In the opposite limit, a polarization much slower than the electron, the threshold survives. At $\alpha=0$, freeze the polarization at the value in equilibrium with a population difference $p$. The energy of the lowest electronic state plus the cost of the polarization is $Wp^2/4-\sqrt{t^2+W^2p^2/4}$ up to a constant. Its curvature at $p=0$ is $\frac W2\left(1-\frac W{2t}\right)$, negative when $W>2t$. The threshold thus applies in the limit of polarization much slower than the electron; intermediate speeds are not treated here. A real liquid has both fast and slow parts, so a broken-symmetry SCF solution obtained with the full static $\epsilon$ does not by itself prove localization. If the fast part, with optical permittivity $\epsilon_{\rm op}$, follows the electron instantaneously, only $W(\epsilon)-W(\epsilon_{\rm op})$ remains. For the pair of section 5 with $\epsilon_{\rm op}=2$ this is $2.204-0.941=1.26$ eV at $\epsilon=20$ and at most $2.38-0.94=1.44$ eV, below $2t=1.6$ eV, so the electron stays shared. The donor nuclei are also held fixed throughout; their relaxation is a further localizing term not treated here. The numerical output below gives the remaining values and checks.

## Numbers as computed

```
GRID TEST (atomic units)
grid points: 343; cavity radius: 2.6 bohr; eps: 10.0
reaction kernel, lowest eigenvalue: -22.7614 hartree
reaction kernel, highest eigenvalue: 3.7e-15 hartree
lowest dielectric eigenvalue, vacuum: 0.9510
lowest dielectric eigenvalue, solvent: 0.8154
highest dielectric eigenvalue, vacuum: 1.6431
highest dielectric eigenvalue, solvent: 1.2623
largest lowering of an ordered eigenvalue: 0.4135
lowest eigenvalue, Hartree + solvent only: 1.000000
DONOR PAIR
coupling t: 0.8 eV; 2t: 1.6 eV
site offset s: 3.0 A; cavity radius b: 5.0 A; shell radius w: 1.5 A
Coulomb constant: 14.3996 eV A
self-repulsion difference U: 7.1998 eV
eps    1: W = 0.0000 eV, e(alpha=0) = 1.0000, e(alpha=1) = 5.4999
eps    2: W = 0.9412 eV, e(alpha=0) = 0.4117, e(alpha=1) = 4.9116
eps    3: W = 1.3491 eV, e(alpha=0) = 0.1568, e(alpha=1) = 4.6567
eps    5: W = 1.7224 eV, e(alpha=0) = -0.0765, e(alpha=1) = 4.4234
eps   20: W = 2.2044 eV, e(alpha=0) = -0.3777, e(alpha=1) = 4.1222
eps   80: W = 2.3369 eV, e(alpha=0) = -0.4606, e(alpha=1) = 4.0393
W for infinite eps: 2.3823 eV
W at eps 20, dipole term only: 1.9218 eV
W at eps 20, surface-charge solution: 2.2044 eV
critical eps, all multipoles: 4.1339
critical eps, surface charge + diagonalization: 4.1339
dipole parameter tau: 0.7716; dipole critical eps: 6.0681
eps 20: localized m: 0.6879; from minimization: 0.6879
eps 20: site populations: 0.8439 and 0.1561
eps 20: energy gain: 0.04143 eV; minimization: 0.04143 eV
eps 20: dielectric eigenvalue at localized state: 0.4732
eps 20: critical residual fraction alpha: 0.0839
mixing beta: 0.5; start m: 0.01; residual limit: 1e-8
SCF at eps 1: 21 iterations, final |m| = 0.0000
SCF at eps 3: 148 iterations, final |m| = 0.0000
SCF at eps 20: 87 iterations, final |m| = 0.6879
eps 20: error factor per step near m = 0: 1.1889
eps 20, start m = 0: 1 iteration(s), |m| = 0.0e+00
```
